\section*{The Euler identity of exchange meta-GGAs as a pointwise unit test}

\section*{Setting}

A meta-GGA for exchange is an integral over a local function,
\begin{equation}
E_x=\int f(n,\sigma,\tau)\,d^3r,\qquad \sigma=|\nabla n|^2,\qquad
\tau=\tfrac12\sum_i|\nabla\varphi_i|^2 ,
\label{eq:def}
\end{equation}
where $n=\sum_i|\varphi_i|^2$ and both sums run over the occupied spin orbitals. Hartree atomic units are used. Subscripts on $f$ denote partial derivatives, for example $f_\sigma=\partial f/\partial\sigma$ at fixed $n$ and $\tau$. A code must supply $f$, $f_n$, $f_\sigma$ and $f_\tau$ at every grid point. The problem is to find a relation between these four numbers that can be checked at a single point, and to determine which faults it reveals.

\section*{(a) Uniform scaling}

\textit{Replace each orbital by $\varphi_{i,\lambda}(\mathbf r)=\lambda^{3/2}\varphi_i(\lambda\mathbf r)$ with $\lambda>0$. How do $n$, $\sigma$, $\tau$ and the exact exchange energy change? Give a condition on $f$ that makes $E_x$ follow the exact behaviour.}

\textbf{Solution.} The prefactor keeps the orbitals normalized. Squaring gives $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. Each gradient brings out one more factor $\lambda$ by the chain rule, so $\nabla n_\lambda=\lambda^4(\nabla n)(\lambda\mathbf r)$ and $\nabla\varphi_{i,\lambda}=\lambda^{5/2}(\nabla\varphi_i)(\lambda\mathbf r)$. Squaring these,
\begin{equation}
n_\lambda=\lambda^3n,\qquad \sigma_\lambda=\lambda^8\sigma,\qquad \tau_\lambda=\lambda^5\tau ,
\label{eq:powers}
\end{equation}
with the right sides taken at $\lambda\mathbf r$.

The exact exchange energy of a set of orbitals is
\begin{equation}
-\frac12\sum_{ij}^{\text{same spin}}\iint
\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
Four orbitals give $\lambda^6$. With $\mathbf x=\lambda\mathbf r$ and $\mathbf x'=\lambda\mathbf r'$ the volume elements give $\lambda^{-6}$, and $1/|\mathbf r-\mathbf r'|=\lambda/|\mathbf x-\mathbf x'|$. The energy is therefore multiplied by $\lambda$.

For the approximate functional the same substitution gives
\begin{equation}
E_x[\lambda]=\lambda^{-3}\int f(\lambda^3n,\lambda^8\sigma,\lambda^5\tau)\,d^3x .
\end{equation}
This equals $\lambda E_x$ if
\begin{equation}
f(\lambda^3n,\lambda^8\sigma,\lambda^5\tau)=\lambda^4f(n,\sigma,\tau)
\quad\text{for all }\lambda>0 .
\label{eq:hom}
\end{equation}
The condition is sufficient. It is an assumption about the function $f$, and the name ``exchange functional'' does not guarantee it; part (g) treats a case that violates it.

\section*{(b) From scaling to a differential identity}

\textit{Assume that $f$ is differentiable and obeys (\ref{eq:hom}). Derive a relation between $f$ and its first derivatives. Does the relation imply (\ref{eq:hom}) in turn?}

\textbf{Solution.} Differentiate (\ref{eq:hom}) with respect to $\lambda$. The left side needs the chain rule for three arguments:
\begin{equation}
3\lambda^2n f_n+8\lambda^7\sigma f_\sigma+5\lambda^4\tau f_\tau=4\lambda^3f(n,\sigma,\tau),
\end{equation}
where the derivatives are taken at the scaled arguments. Setting $\lambda=1$ and dividing by 3 gives the Euler identity
\begin{equation}
n f_n+\frac83\,\sigma f_\sigma+\frac53\,\tau f_\tau=\frac43\,f .
\label{eq:euler}
\end{equation}

For the converse, let $g(\lambda)=\lambda^{-4}f(N,S,T)$ with $N=\lambda^3n$, $S=\lambda^8\sigma$, $T=\lambda^5\tau$. Since $dN/d\lambda=3N/\lambda$, and similarly for $S$ and $T$,
\begin{equation}
g'(\lambda)=\lambda^{-5}\left[3Nf_N+8Sf_S+5Tf_T-4f\right].
\end{equation}
If (\ref{eq:euler}) holds along the whole curve, the bracket vanishes and $g(\lambda)=g(1)$, which is (\ref{eq:hom}). The choice $\lambda=n^{-1/3}$ then shows the general form,
\begin{equation}
f(n,\sigma,\tau)=n^{4/3}\,f\!\left(1,\frac{\sigma}{n^{8/3}},\frac{\tau}{n^{5/3}}\right).
\label{eq:form}
\end{equation}
The functional may depend freely on two dimensionless ratios, but it may contain no fixed density or length.

Two limits check the coefficients. For local exchange $f\propto n^{4/3}$, and $nf_n=\frac43f$ is immediate. In a region with one real spatial orbital, $\tau=\sigma/(8n)$, and $f$ reduces to a GGA $h(n,\sigma)=f(n,\sigma,\sigma/8n)$. Then $nh_n=nf_n-\tau f_\tau$ and $\sigma h_\sigma=\sigma f_\sigma+\tau f_\tau$, so
\begin{equation}
nh_n+\tfrac83\sigma h_\sigma=nf_n+\tfrac83\sigma f_\sigma+\left(\tfrac83-1\right)\tau f_\tau=\tfrac43h ,
\end{equation}
which is the identity for a GGA. If $f$ also depends on $\ell=\nabla^2n$, two gradients on $n$ give $\ell_\lambda=\lambda^5\ell$, and a term $\frac53\ell f_\ell$ joins the left side.

\section*{(c) Spin-resolved variables}

\textit{What replaces (\ref{eq:euler}) when $f$ depends on $n_s$, $\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}$ and $\tau_s$ for $s=\uparrow,\downarrow$?}

\textbf{Solution.} Each spin component scales with the same power as before. Repeating the differentiation gives
\begin{equation}
\sum_s\left(n_sf_{n_s}+\frac53\tau_sf_{\tau_s}\right)
+\frac83\left(\sigma_{\uparrow\uparrow}f_{\sigma_{\uparrow\uparrow}}
+\sigma_{\uparrow\downarrow}f_{\sigma_{\uparrow\downarrow}}
+\sigma_{\downarrow\downarrow}f_{\sigma_{\downarrow\downarrow}}\right)=\frac43f .
\end{equation}
Exchange acts between equal spins. If $f$ is built as a sum of an $\uparrow$ part and a $\downarrow$ part, the mixed term is zero. In that form the identity was tested for TPSS exchange at 200 random points; the largest residual, normalized as in part (e), is $2.3\times10^{-16}$.

\section*{(d) A functional worked out by hand}

\textit{MVS exchange is $f=A\,n^{4/3}F(p,\alpha)$ with $A=-\frac34(3/\pi)^{1/3}$ and}
\begin{equation}
F=\frac{1+k_0\,(1-\alpha)D^{-1/4}}{(1+bp^2)^{1/8}},\qquad
D=(1+e_1\alpha^2)^2+c_1\alpha^4 ,
\end{equation}
\begin{equation}
p=s^2=\frac{\sigma}{4(3\pi^2)^{2/3}n^{8/3}},\qquad
\alpha=\frac{\tau-\tau_W}{\tau_u},\qquad
\tau_W=\frac{\sigma}{8n},\qquad \tau_u=\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3},
\end{equation}
\textit{where $k_0=0.174$, $e_1=-1.6665$, $c_1=0.7438$, $b=0.0233$. Find the derivatives and check (\ref{eq:euler}) at $n=0.3$, $\sigma=0.5$, $\tau=0.4$.}

\textbf{Solution.} In $F$ the variable $p$ occurs only in the denominator. Its logarithmic derivative is $-\frac18\cdot2bp/(1+bp^2)$, hence
\begin{equation}
F_p=-\frac{bp}{4(1+bp^2)}\,F .
\end{equation}
For $\alpha$ the product rule gives
\begin{equation}
F_\alpha=\frac{k_0}{(1+bp^2)^{1/8}}\left[-D^{-1/4}-\tfrac14(1-\alpha)D'D^{-5/4}\right],
\end{equation}
with $D'=4e_1\alpha(1+e_1\alpha^2)+4c_1\alpha^3$. The inner derivatives are
\begin{align}
n\,p_n&=-\tfrac83p, & \sigma\,p_\sigma&=p, & p_\tau&=0,\label{eq:pin}\\
n\,\alpha_n&=\frac{\tau_W}{\tau_u}-\tfrac53\alpha, &
\sigma\,\alpha_\sigma&=-\frac{\tau_W}{\tau_u}, &
\tau\,\alpha_\tau&=\frac{\tau}{\tau_u}.\label{eq:ain}
\end{align}
In $n\alpha_n$ the first term is positive because $-\tau_W$ varies as $-1/n$; the second comes from $1/\tau_u\propto n^{-5/3}$. The chain rule then yields
\begin{align}
nf_n&=\tfrac43f+An^{4/3}\left(F_p\,np_n+F_\alpha\,n\alpha_n\right),\\
\sigma f_\sigma&=An^{4/3}\left(F_p\,p+F_\alpha\,\sigma\alpha_\sigma\right),\qquad
\tau f_\tau=An^{4/3}F_\alpha\,\tau\alpha_\tau .
\end{align}

At the given point $s=0.5691$ and $\alpha=0.4965$. The function value is $f=-0.1646929795$~Ha/bohr$^3$, and the derivatives are $f_n=-0.7482255113$, $f_\sigma=-0.0170845866$ and $f_\tau=0.0414846943$ in atomic units. The terms of the identity, in Ha/bohr$^3$, are
\begin{align}
nf_n&=0.3\times(-0.7482255113)=-0.2244676534,\\
\tfrac83\sigma f_\sigma&=\tfrac83\times0.5\times(-0.0170845866)=-0.0227794488,\\
\tfrac53\tau f_\tau&=\tfrac53\times0.4\times0.0414846943=+0.0276564628 .
\end{align}
Their sum is $-0.2195906394$, and $\frac43f=-0.2195906393$. The terms were computed from unrounded derivatives and then rounded, so the last displayed digits can differ by one unit. The function and its derivatives also agree with the independent implementation in libxc to a relative deviation of $6.7\times10^{-16}$.

\section*{(e) A residual for floating-point work}

\textit{Turn (\ref{eq:euler}) into a number with a natural tolerance, and compare it with a finite-difference check of $f_n$.}

\textbf{Solution.} Let $T_1,\dots,T_4$ be $nf_n$, $\frac83\sigma f_\sigma$, $\frac53\tau f_\tau$ and $-\frac43f$. Define
\begin{equation}
R=\frac{\left|\sum_kT_k\right|}{\sum_k|T_k|}.
\label{eq:R}
\end{equation}
If each computed term has a relative error $\epsilon_k$, the true terms cancel and $|\sum_k\epsilon_kT_k|\le\max_k|\epsilon_k|\sum_k|T_k|$. To first order, and apart from the roundings of the final sum, $R$ is then at most the largest relative error of a single term. Division by $|f|$ alone would lack this property where large terms cancel. At the point of part (d), $R=5.6\times10^{-17}$.

A central difference with relative step $h$ uses $f(n\pm hn)$. Its Taylor expansion leaves a truncation error $\frac16(hn)^2f_{nnn}$. Rounding of $f$, with unit roundoff $u\approx10^{-16}$, contributes an error of order $u|f|/(hn)$. The first error falls and the second grows as $h$ is reduced. Measured against a complex-step derivative, the relative errors of $f_n$ are $9.2\times10^{-8}$, $1.6\times10^{-11}$ and $2.1\times10^{-9}$ for $h=10^{-3}$, $10^{-5}$ and $10^{-8}$, which shows both branches. The complex step uses $\operatorname{Im}f(n+i\eta)/\eta=f_n+O(\eta^2)$; it subtracts no nearly equal function values, so $\eta$ can be made tiny.

The residual $R$ needs no step, and a tolerance near rounding level is possible. However, $R$ measures the consistency of four numbers and is not the error of any one of them.

\section*{(f) Faults that are seen and faults that are missed}

\textit{Predict $R$ at the same point for three faults: $f_\sigma$ is doubled; $F_p$ is 1.5 times too large wherever it is used; $\tau$ is taken without its factor $\frac12$ throughout. Which additional checks close the gaps?}

\textbf{Solution.} Doubling $f_\sigma$ adds $T_2$ once more to a sum that was zero, and adds $|T_2|$ to the denominator:
\begin{equation}
R=\frac{0.02278}{0.22447+2\times0.02278+0.02766+0.21959}=0.0440 .
\end{equation}
The computed value is $4.404\times10^{-2}$, so the fault is seen. At a point with $\sigma=0$ it would be missed, because $f_\sigma$ is multiplied by $\sigma$. Test points need nonzero $\sigma$ and $\tau$.

For the second fault, collect the terms with $F_p$ using (\ref{eq:pin}):
\begin{equation}
An^{4/3}F_p\left(-\tfrac83p+\tfrac83p\right)=0 .
\end{equation}
They cancel for any value of $F_p$, right or wrong. The residual is $1.1\times10^{-16}$, although $f_\sigma$ is wrong by a relative $5.9\times10^{-3}$. The same holds for $F_\alpha$, since (\ref{eq:ain}) gives
\begin{equation}
\left(\frac{\tau_W}{\tau_u}-\frac53\alpha\right)-\frac83\frac{\tau_W}{\tau_u}+\frac53\frac{\tau}{\tau_u}
=-\frac53\alpha+\frac53\,\frac{\tau-\tau_W}{\tau_u}=0 .
\end{equation}
Both cancellations express that $p$ and $\alpha$ do not change under uniform scaling. The identity tests the derivative along the scaling direction and says nothing about the other two directions in the space $(n,\sigma,\tau)$.

For the third fault the code evaluates $\tilde f(n,\sigma,\tau)=f(n,\sigma,2\tau)$ with $\tilde f_\tau=2f_\tau(n,\sigma,2\tau)$. Then $\tau\tilde f_\tau=(2\tau)f_\tau(n,\sigma,2\tau)$, and the identity for $\tilde f$ is the identity for $f$ at another point. The residual vanishes to rounding, while $|f|$ is 14.4\% too small relative to its correct value.

The gaps close as follows. Check $f_\sigma$ and $f_\tau$ independently, for instance by complex steps. If the functional obeys (\ref{eq:hom}) and $n>0$, the identity then fixes the third derivative,
\begin{equation}
f_n=\frac1n\left(\frac43f-\frac83\sigma f_\sigma-\frac53\tau f_\tau\right).
\end{equation}
The value of $f$ itself needs a reference of its own, because (\ref{eq:euler}) is linear: multiplying $f$ and all its derivatives by a common factor leaves $R$ unchanged.

\section*{(g) A constant that breaks the scaling}

\textit{To keep the denominator of $\alpha$ away from zero, let $\alpha=(\tau-\tau_W)/(\tau_u+\tau_r)$ with a constant $\tau_r>0$. By how much is (\ref{eq:euler}) violated, and at which densities?}

\textbf{Solution.} Treat $\tau_r$ as a fourth argument of $f$. If it were scaled as $\lambda^5\tau_r$, $\alpha$ would again be invariant and (\ref{eq:hom}) would hold. Differentiation then gives (\ref{eq:euler}) with an extra term $\frac53\tau_rf_{\tau_r}$ on the left. Since $\tau_r$ is in fact fixed, this term is what the three-variable identity lacks:
\begin{equation}
nf_n+\tfrac83\sigma f_\sigma+\tfrac53\tau f_\tau-\tfrac43f=-\tfrac53\,\tau_r\frac{\partial f}{\partial\tau_r}
=\tfrac53An^{4/3}F_\alpha\,\alpha\,\frac{\tau_r}{\tau_u+\tau_r}.
\label{eq:viol}
\end{equation}
The last step uses $\partial\alpha/\partial\tau_r=-\alpha/(\tau_u+\tau_r)$. For MVS with $\tau_r=10^{-4}$, at the point of part (d) scaled by $\lambda=0.2$ ($n=0.0024$), the left side and the first form on the right both give $5.74668709\times10^{-6}$~Ha/bohr$^3$. All derivatives in the code are correct here; the residual reveals a property of the functional.

Under scaling to high density $\tau_u\propto\lambda^5$ dominates the denominator, and the violation relative to $f$ falls as $\lambda^{-5}$ when $F_\alpha\alpha\ne0$. Under scaling to low density $\tau_r$ dominates, the last fraction tends to 1, but $\alpha\propto\lambda^5$ tends to zero. The violation disappears again, now because $f$ approaches $An^{4/3}F(p,0)$, whatever the true ratio $(\tau-\tau_W)/\tau_u$ is. A test confined to either extreme can therefore miss the constant; so can a test in a one-orbital region, where $\alpha=0$ makes the right side of (\ref{eq:viol}) vanish at every density. For MVS the violation is largest near $\tau_u\approx\tau_r$ if $(\tau-\tau_W)/\tau_u$ is of order one or smaller; for a much larger ratio the maximum moves to lower density, where $\tau-\tau_W$ is comparable to $\tau_r$. The test points should include such densities, with $\alpha\ne0$.

rSCAN exchange contains a constant of this kind. At the point of part (d) its residual is $R=9.879\times10^{-6}$, and after scaling by $\lambda=2$ it is $3.089\times10^{-7}$. The ratio 31.98 agrees with $2^5=32$ up to the expected corrections of higher order in $\tau_r/\tau_u$.

\section*{(h) A real density and the quadrature}

\textit{Apply the test to a free neon atom. Does a small residual on the grid show that the exchange energy is accurately integrated?}

\textbf{Solution.} The orbitals are restricted Hartree--Fock orbitals in the cc-pVDZ basis (total energy $-128.4888$~Ha). They lack correlation and carry a basis-set error, but here they only supply realistic arguments for $f$. The grid-converged MVS exchange energy moves from $-12.133$~Ha to $-12.121$~Ha with cc-pVQZ and to $-12.119$~Ha with aug-cc-pVQZ orbitals, so the digits of $E_x$ below describe the quadrature for this basis and not the atom. On 3550 grid points with $n>10^{-6}$ atomic units (71 radial shells of 50 directions each, hence 71 distinct sets of arguments for this spherical atom) the largest residuals are
\begin{center}
\begin{tabular}{lc}
functional & largest $R$\\
TPSS & $3.4\times10^{-16}$\\
SCAN & $8.2\times10^{-16}$\\
MVS & $4.2\times10^{-15}$\\
r$^2$SCAN & $6.6\times10^{-14}$\\
M06-L & $8.6\times10^{-14}$\\
rSCAN & $1.5\times10^{-2}$
\end{tabular}
\end{center}
The first five pass with a tolerance of $10^{-11}$. The largest residual of rSCAN exceeds it by many orders of magnitude, although about a quarter of the points pass individually.

Now consider the integral. With grid points $\mathbf r_g$ and weights $w_g$, multiplying (\ref{eq:euler}) by $w_g$ and summing gives
\begin{equation}
\sum_gw_g\left(nf_n+\tfrac83\sigma f_\sigma+\tfrac53\tau f_\tau\right)_g=\frac43\sum_gw_gf_g
\end{equation}
for any weights, good or bad. The summed identity cannot detect a quadrature error.

The relation $E_x[\lambda]=\lambda E_x$ can reveal an error of the radial quadrature. On a fixed grid the scaled density gives, by (\ref{eq:powers}) and (\ref{eq:hom}),
\begin{equation}
\frac1\lambda\sum_gw_g\,\lambda^4f(\lambda\mathbf r_g)=\sum_g(\lambda^3w_g)\,f(\lambda\mathbf r_g),
\end{equation}
where $f(\mathbf r)$ is the unscaled integrand. This is a second quadrature of the same integral, with points $\lambda\mathbf r_g$ and weights $\lambda^3w_g$. Its difference $\Delta$ from the first is a difference of two quadrature errors. A large $\Delta$ shows that at least one of the two quadratures is poor; for $\lambda$ far from 1 this may be only the one with the moved points. A small $\Delta$ does not exclude equal errors in both. For an atom at the origin, scaling moves each grid point along its ray from the nucleus and leaves the directions unchanged. If every radial shell carries the same angular points, as on the grids used here, an angular error is therefore the same in both sums once the radial quadrature has converged, and $\Delta$ does not show it. On a pruned grid, where the number of angular points depends on the radius, this cancellation is not guaranteed. The neon density is spherical, so only the radial error matters here.

The scaled orbitals are obtained by multiplying all Gaussian exponents by $\lambda^2$, since $e^{-\zeta(\lambda r)^2}=e^{-(\lambda^2\zeta)r^2}$, with unchanged coefficients of the normalized functions. At a sample point this reproduces the powers 3, 8 and 5 to eight decimals. For MVS and $\lambda=1.5$, with 50 angular points on each radial shell:
\begin{center}
\begin{tabular}{rccc}
radial points & $E_x$ (Ha) & $\Delta$ (Ha) & $\Delta$ for $k_0=0$ (Ha)\\
15 & $-12.11373$ & $1.0\times10^{-1}$ & $4.1\times10^{-3}$\\
90 & $-12.13339$ & $1.6\times10^{-3}$ & $1.2\times10^{-10}$\\
720 & $-12.13284$ & $5.0\times10^{-13}$ & $3.2\times10^{-14}$
\end{tabular}
\end{center}
The integrated Euler residual is below $10^{-15}$ on all three grids. Yet the energy on 15 radial points differs from that on 720 by $0.0191$~Ha, and on 90 points still by $0.0005$~Ha.

The last column sets $k_0=0$, which removes the $\alpha$ dependence of $F$. With 90 radial points $\Delta$ then drops by seven orders of magnitude. For this atom and this radial grid, the slow convergence thus comes from the $\alpha$-dependent part of MVS. The Euler test and the grid test answer separate questions: whether $f$ and its derivatives are consistent under scaling, and whether the integral of $f$ changes when the radial points are moved. Convergence with the number of angular points must be checked separately. The numerical output lists the values of the tables and worked examples above.

\section*{Table of computed values}
\begin{verbatim}
point: n = 0.3, sigma = 0.5, tau = 0.4 a.u.
s = 0.569053, alpha = 0.496527 (dimensionless)
MVS f = -0.1646929795 Ha/bohr^3
f_n, f_sigma, f_tau = -0.7482255113, -0.0170845866, 0.0414846943 a.u.
  n f_n = -0.2244676534 Ha/bohr^3
  (8/3) sigma f_sigma = -0.0227794488 Ha/bohr^3
  (5/3) tau f_tau = 0.0276564628 Ha/bohr^3
  -(4/3) f = 0.2195906393 Ha/bohr^3
scaled Euler residual = 5.6e-17
largest relative deviation from libxc = 6.7e-16
central difference, step 1e-03 n: rel. error of f_n = 9.2e-08
central difference, step 1e-05 n: rel. error of f_n = 1.6e-11
central difference, step 1e-08 n: rel. error of f_n = 2.1e-09
fault 1, f_sigma doubled: residual = 4.404e-02
fault 2, F_p times 1.5: residual = 1.1e-16, rel. error of f_sigma = 5.874e-03
fault 3, tau doubled: residual = 0.0e+00, rel. change of f = -1.440e-01
MVS with tau_r = 0.0001 a.u. at n = 0.0024 a.u.:
  Euler sum = 5.74668709e-06, predicted = 5.74668709e-06 Ha/bohr^3
Ne, RHF/cc-pVDZ energy = -128.488776 Ha
scaling powers of n, sigma, tau = 3.00000000, 8.00000000, 5.00000000
Ne test points with n > 1e-6 a.u.: 3550
max scaled Euler residual | max homogeneity error, lambda = 1.5
  TPSS: 3.4e-16 | 3.4e-16
  SCAN: 8.2e-16 | 5.4e-16
  R2SCAN: 6.6e-14 | 1.2e-15
  M06_L: 8.6e-14 | 4.5e-15
  MVS: 4.2e-15 | 2.8e-16
  RSCAN: 1.5e-02 | 2.3e-02
rSCAN residual at the first point = 9.879e-06, at lambda = 2: 3.089e-07
  ratio = 31.984, lambda^5 = 32
spin-resolved TPSS, 200 random points: max residual = 2.3e-16
15 radial points: MVS E_x = -12.11373089 Ha, integrated Euler residual = 3.5e-16
  |E_x[scaled]/lambda - E_x| = 1.0e-01 Ha; without the alpha part: 4.1e-03 Ha
90 radial points: MVS E_x = -12.13338595 Ha, integrated Euler residual = 5.5e-16
  |E_x[scaled]/lambda - E_x| = 1.6e-03 Ha; without the alpha part: 1.2e-10 Ha
720 radial points: MVS E_x = -12.13284327 Ha, integrated Euler residual = 0.0e+00
  |E_x[scaled]/lambda - E_x| = 5.0e-13 Ha; without the alpha part: 3.2e-14 Ha
\end{verbatim}
